# Closure time of a cylindrical via with conserved accelerator

**Q.** Copper is plated into a narrow hole, and an additive called the accelerator is said to make it close sooner than its starting growth speed suggests. What exactly is the model?

**A.** A long cylindrical via has initial radius $R_0$. Its wall grows inward at the same speed all round and at every height, so it remains a cylinder, of radius $R(t)$. The accelerator sits on the wall with coverage $\theta$, the fraction of a full layer, and the growth speed is linear in it:

$$v=v_0+v_1\theta ,\qquad v_0>0,\quad v_1>0,\quad 0<\theta_0<1 .$$

Here $v_0$ is the speed of the bare wall, $v_1$ the extra speed at full coverage and $\theta_0$ the initial coverage. Since $v$ is counted positive inward, $dR/dt=-v$. The accelerator floats on the growing metal: none is buried, none leaves and none arrives. The mouth and the bottom are ignored for now. No physical constant enters the algebra, so it holds in any consistent units, atomic units included.

**Q.** If no accelerator arrives, why should the coverage change at all?

**A.** Because the area that carries it shrinks. Take a patch of wall that spans an angle $d\varphi$ and a height $dz$. Its area is $R\,d\varphi\,dz$. Growth is radial, so the patch keeps its $d\varphi$ and $dz$ while $R$ falls. The accelerator on it is proportional to $\theta R\,d\varphi\,dz$, and conservation gives

$$\frac{d(\theta R)}{dt}=0\quad\Rightarrow\quad \theta=\frac{\theta_0R_0}{R}.$$

Written as a rate, $R\,d\theta/dt+\theta\,dR/dt=0$, and with $dR/dt=-v$ this becomes $d\theta/dt=\theta v/R$. The rate is proportional to the curvature $1/R$. On a flat wall, $R\to\infty$, the coverage stays put.

**Q.** That argument uses the radius of the circle at every step. Does a front that starts as a circle but knows only its local geometry do the same?

**A.** This was tested with 64 evenly spaced markers on a circle, each carrying a fixed amount of accelerator; other starting shapes were not tested. Each marker found its coverage from the measured distance to its neighbours and moved along the measured normal, with the parameters of the example below. The front was followed up to the time at which the law $t(R)$, derived next, predicts $R=0.3R_0$. All markers then lay within $10^{-5}R_0$ of that radius, and $\theta R$ had kept its initial value to within a relative $10^{-5}$. Symmetry keeps evenly spaced markers on a circle whatever their number, so this confirms the radial law. It does not show that a slightly out-of-round hole stays round.

**Q.** The speed now depends on the radius, which depends on the speed. How does a closed form come out of that?

**A.** The equation separates. Insert the coverage into $dR/dt=-v$ and write $a=v_1\theta_0R_0$:

$$\frac{dR}{dt}=-\left(v_0+\frac{a}{R}\right)=-\frac{v_0R+a}{R}.$$

Solving for $dt$ and integrating from the start, where the radius is $R_0$, to a later radius $R$ gives

$$t(R)=\int_R^{R_0}\frac{R'\,dR'}{v_0R'+a}.$$

The minus sign has been used to put the larger radius at the upper limit. To integrate, write the numerator as $R'=[(v_0R'+a)-a]/v_0$:

$$t(R)=\frac1{v_0}\int_R^{R_0}\left(1-\frac{a}{v_0R'+a}\right)dR'
=\frac{R_0-R}{v_0}-\frac{a}{v_0^2}\ln\frac{v_0R_0+a}{v_0R+a}.$$

One power of $v_0$ in the last prefactor comes from the integral of $1/(v_0R'+a)$. Now define

$$\beta=\frac{v_1\theta_0}{v_0},$$

the accelerator's initial contribution to the speed, divided by the speed of the bare wall. Then $a=\beta v_0R_0$, and dividing the numerator and denominator of the logarithm by $v_0R_0$ gives

$$t(R)=\frac{R_0-R}{v_0}-\frac{\beta R_0}{v_0}\ln\frac{1+\beta}{R/R_0+\beta}.$$

**Q.** At $R=0$ the speed is infinite. Can the formula be used there?

**A.** The time is finite, because the integrand $R'/(v_0R'+a)$ goes to zero at small radius. Setting $R=0$ gives

$$T=\frac{R_0}{v_0}\left[1-\beta\ln\left(1+\frac1\beta\right)\right].$$

The infinite speed does show that something physical is missing near the end: the coverage $\theta_0R_0/R$ has passed one full layer. Until that is repaired, $T$ is the closure time of a model without a ceiling on coverage.

**Q.** Dividing by $v_0$ worries me. What if the bare wall hardly grows?

**A.** Then $\beta$ is large, and the bracket must be expanded. With $\ln(1+x)=x-x^2/2+x^3/3-\dots$ and $x=1/\beta$,

$$1-\beta\ln\left(1+\frac1\beta\right)=\frac1{2\beta}-\frac1{3\beta^2}+\dots$$

The leading term gives $T\to R_0/(2v_0\beta)=R_0/(2v_1\theta_0)$, and $v_0$ has dropped out. Solving the case $v_0=0$ directly agrees: $R\,dR=-a\,dt$ gives $R^2=R_0^2-2at$, hence $T=R_0^2/(2a)=R_0/(2v_1\theta_0)$.

**Q.** Now the comparison. How much sooner does the via close than it would at constant coverage?

**A.** Keep $R_0$, $v_0$, $v_1$ and $\theta_0$ the same, but hold the coverage at $\theta_0$. The speed is then $v_0+v_1\theta_0=v_0(1+\beta)$ throughout, and

$$T_c=\frac{R_0}{v_0(1+\beta)},\qquad
F(\beta)=\frac{T}{T_c}=(1+\beta)\left[1-\beta\ln\left(1+\frac1\beta\right)\right].$$

The radius has cancelled. A smaller via closes sooner, but at given speeds and initial coverage its relative gain is the same.

**Q.** A logarithm multiplied by $\beta$ could do anything. Does the ratio have a definite range?

**A.** It lies between $1/2$ and $1$. Put $r=R'/R_0$ in the integral for the closure time, so that $v_0R'+a=v_0R_0(r+\beta)$. Then

$$F(\beta)=\int_0^1\frac{(1+\beta)\,r}{r+\beta}\,dr .$$

Differentiate the integrand with respect to $\beta$:

$$r\,\frac{(r+\beta)-(1+\beta)}{(r+\beta)^2}=-\frac{r(1-r)}{(r+\beta)^2}.$$

This is negative for $0<r<1$, so $F$ falls strictly as $\beta$ grows. For small $\beta$, use $\ln(1+1/\beta)=\ln(1+\beta)-\ln\beta\approx-\ln\beta$. For large $\beta$, multiply the expansion above by $1+\beta$. To leading orders,

$$F\approx1+\beta+\beta\ln\beta\quad(\beta\ll1),\qquad
F\approx\frac12+\frac1{6\beta}\quad(\beta\gg1).$$

The first tends to 1 because the accelerator hardly contributes. In the second limit the speed is proportional to $1/r$, so the time spent per unit radius is $r$ times its initial value, and the average of $r$ from 0 to 1 is $1/2$. Direct quadrature gives $F=0.963$, $0.836$, $0.614$ and $0.516$ at $\beta=0.01$, $0.1$, $1$ and $10$. The approach to 1 is slow: at $\beta=0.01$ the time is already shorter by 3.7 %, because of the term $\beta\ln\beta$.

**Q.** You admitted that the coverage passes one full layer. Does that spoil the result?

**A.** It changes the last stage. Coverage reaches 1 at the radius $R_s=\theta_0R_0$. Assume that from there on it stays at 1 and that the excess accelerator is inactive. The speed is then constant, $v_0+v_1$, over the remaining distance $\theta_0R_0$. Add the two stages, with $R/R_0=\theta_0$ in $t(R)$ for the first:

$$T_{\rm cap}=\frac{R_0}{v_0}\left[1-\theta_0-\beta\ln\frac{1+\beta}{\theta_0+\beta}\right]+\frac{\theta_0R_0}{v_0+v_1}.$$

This is the physical closure time of the model.

**Q.** Is the simpler $T$ then worthless?

**A.** It is a lower bound, and its error can be found. Without a ceiling, the last stage is itself a via that starts with radius $\theta_0R_0$ and coverage 1. For it, $\beta$ is replaced by $\kappa=v_1/v_0$, and its constant-coverage time is $\theta_0R_0/(v_0+v_1)$. By the definition of $F$, it lasts $F(\kappa)$ times that. With the ceiling it lasts the full constant-coverage time, so

$$T_{\rm cap}-T=\frac{\theta_0R_0}{v_0+v_1}\,[1-F(\kappa)].$$

As $1/2<F<1$, the delay is positive and less than half of the last stage. The order $T<T_{\rm cap}<T_c$ follows, since the capped coverage exceeds $\theta_0$ at every radius below $R_0$. Step-by-step integration of the local law with the ceiling, started at coverages 0.05, 0.2 and 0.5 with the example's other parameters, agreed with $T_{\rm cap}$ to within $10^{-4}$ s.

**Q.** Put numbers in. What does a plausible via do?

**A.** Take $R_0=50$ nm, $v_0=0.4$ nm/s, $v_1=4$ nm/s and $\theta_0=0.05$. Then $\beta=4\times0.05/0.4=0.5$, and

$$T=\frac{50}{0.4}\,(1-0.5\ln3)\ \text{s}=56.3\ \text{s},\qquad T_c=\frac{50}{0.6}\ \text{s}=83.3\ \text{s}.$$

The ratio is 0.676. The ceiling is reached at $R_s=0.05\times50=2.5$ nm, after 56.0 s, and the rest takes $2.5/4.4=0.57$ s, so $T_{\rm cap}=56.6$ s. The delay formula gives $0.57\times(1-0.516)\approx0.28$ s, about 0.5 % of the closure time. The ratio with the ceiling is 0.679.

**Q.** Where along the way are those 27 seconds gained?

**A.** Mostly late, as the times to reach a given radius show:

| $R$ (nm) | $\theta$ | conserved (s) | constant (s) |
|---|---|---|---|
| 40 | 0.063 | 16.1 | 16.7 |
| 25 | 0.10 | 37.2 | 41.7 |
| 10 | 0.25 | 52.4 | 66.7 |
| 2.5 | 1.00 | 56.0 | 79.2 |

Closing the first half of the radius saves 4.5 s and closing the second half saves 22 s. A measurement of early growth would therefore reveal little of the effect.

**Q.** Perhaps the comparison is unfair. What constant coverage would close the via in the same time?

**A.** The mean speed is $50/56.6=0.88$ nm/s, which corresponds to $\theta=(0.88-0.4)/4=0.12$, or 2.4 times the initial coverage. That value can be assigned once the closure time is known; it is not the coverage at the start.

**Q.** Superfilling means filling from the bottom, yet you have closed the walls. Is this not the failure one wants to avoid?

**A.** Yes. The closure time is the time the bottom has to rise before the walls meet above it. The bottom can be estimated from the same conservation law. Let its height be $h$ and its coverage $\theta_b$. When it rises by $dh$ it buries a strip of wall of area $2\pi R\,dh$. Assume that the accelerator of this strip passes to the bottom and spreads evenly there, and that the shrinking bottom disc loses none. Then

$$d(\pi R^2\theta_b)=2\pi R\,\theta\,dh=2\pi\theta_0R_0\,dh .$$

The last step uses $\theta R=\theta_0R_0$. Integrating from $h=0$, where $R=R_0$ and $\theta_b=\theta_0$, gives

$$\theta_b=\theta_0\,\frac{R_0^2+2R_0h}{R^2}\qquad\text{until }\theta_b=1 .$$

Dividing by $\theta=\theta_0R_0/R$ gives $\theta_b/\theta=(R_0+2h)/R$, which exceeds 1 as soon as growth begins. The bottom therefore runs faster than the walls until both are fully covered.

**Q.** Is it fast enough?

**A.** Not for a via 300 nm deep with these parameters. Integrating $dh/dt=v_0+v_1\theta_b$ together with the wall motion, the bottom reaches full coverage at about 43 s and stands at about 120 nm when the walls meet. The upper 180 nm or so closes from the sides and leaves a seam. That is also the part of the via to which the closure formula applies.

At constant coverage everywhere, the bottom would rise by $0.6\times83.3=50$ nm, equal to the initial radius, because bottom and walls would move at one speed. Conservation shortens the available time by about a third and still more than doubles the height filled.

**Q.** Would more accelerator on the bottom alone rescue this via?

**A.** No, if the walls are left as they are. The bottom cannot exceed $v_0+v_1=4.4$ nm/s, and in 56.6 s that gives at most $4.4\times56.6\approx249$ nm, less than 300 nm. For given wall parameters, a depth below $(v_0+v_1)T_{\rm cap}$ is thus necessary for filling in this model, though not sufficient.

Nor would a smaller copy of the same shape help. If all lengths and times are scaled by one factor at fixed speeds and initial coverage, the equations keep their form, so $h/R_0$ at closure stays at about 2.4. Within the model, these speeds and this coverage fill vias up to a depth of about 2.4 initial radii.

**Q.** How close is this to real copper plating?

**A.** The parameters are round values in the rough regime of damascene copper plating, where wiring is made by filling etched vias and trenches. With two electrons per copper atom and a molar volume $V_m$ of about 7.1 cm³/mol, the current density is $2\mathcal F v/V_m$, where $\mathcal F$ is the charge of a mole of electrons: 1.1 mA/cm² for the bare wall and 12 mA/cm² at full coverage. The example supposes that the accelerator was adsorbed beforehand and that the bath contains none. Ordinary filling baths do contain it, so the assumption they break is conservation. With an assumed uptake rate of $10^{-4}$ s⁻¹ on free sites, closure comes at 55.5 s, which is 2.0 % sooner than $T_{\rm cap}$. With no uptake but an assumed loss rate of $10^{-3}$ s⁻¹, it comes at 57.5 s, 1.5 % later. Both rates are chosen for sizing and are not measured values.

**Q.** Then what would make conservation a bad assumption?

**A.** Compare amounts. Uptake at rate $k$ on free sites adds less than $kT_{\rm cap}$, counted as coverage of the initial wall area. Conservation is safe if this bound is small against $\theta_0$. Here it is $10^{-4}\times56.6\approx0.006$ against 0.05. At ten times that rate the bound would exceed $\theta_0$, and the closed form could no longer be relied on. For loss the condition is that the loss rate times $T_{\rm cap}$ be small against 1; here the product is 0.06.

**Q.** Copper ions must also reach the wall. Does the via run out of them?

**A.** Not until very near the end. Let $J=v/V_m$ be the copper deposited per area and time, $L$ the depth, $D$ the ion diffusivity and $c(z)$ the concentration at distance $z$ below the mouth. In a steady state, the ions crossing a section at $z$ feed the wall below it and the bottom:

$$-\pi R^2D\frac{dc}{dz}=2\pi R(L-z)J+\pi R^2J .$$

Divide by $\pi R^2D$ and integrate from $0$ to $L$. The drop from mouth to bottom is

$$\Delta c=\frac JD\left(\frac{L^2}{R}+L\right).$$

With rough values $D=5\times10^{-6}$ cm²/s and a bath of 0.25 mol/L, the drop is 0.14 % of the bath concentration at the start. At $R=2.5$ nm and 4.4 nm/s, with the full depth retained, it is 18 %. The term $L^2/R$ dominates there, so the estimate reaches 100 % near $R\approx0.45$ nm, a distance covered in about 0.1 s. There the hole is only a few atoms wide, and a continuum estimate no longer applies. The drop does break the uniform speed at the end. If the speed is proportional to the ion concentration, the mouth closes first and leaves below it a thin cavity, of order 1 nm in radius, in place of a perfect seam.

The liquid outside matters more at the beginning. Across a stagnant layer of thickness $\delta=50$ µm above a flat surface growing at 0.6 nm/s, the drop is $J\delta/D$, or 3.4 %. If the growth speed is proportional to the ion concentration, and the vias are sparse enough that their walls add little to the copper demand, growth is slowed by about that fraction. In a dense array the drop is larger.

**Q.** And surface tension? A hole a few nanometres wide should want to close by itself.

**A.** That is the largest of the corrections to the closure time computed here. On a cylinder of height $H$, an added atom of volume $\Omega$ reduces the radius by $\Omega/(2\pi RH)$ and hence the area $2\pi RH$ by $\Omega/R$. With surface energy $\gamma$, the energy gained is $\gamma\Omega/R$. For a rough $\gamma=1.5$ J/m² it is 0.0022 eV at 50 nm.

Suppose that this gain adds to the electrical driving force. It is shared by two electrons, and a fraction $\alpha=0.5$, the transfer coefficient, acts on the rate. Both parts of the speed are then multiplied by

$$e^{\ell/R},\qquad \ell=\frac{\alpha\gamma\Omega}{2k_BT_{\rm bath}}\approx1.1\ \text{nm at }298\ \text{K}.$$

With this factor and the coverage ceiling, closure comes at 53.7 s, 5.2 % sooner than $T_{\rm cap}$. The factor is about 1.02 at the start and about 1.5 at 2.5 nm.

**Q.** So how many digits of 56.6 s should I believe?

**A.** As a property of the model, all of them. As a prediction for a real via dosed beforehand, the number is less certain. At the assumed rates, uptake, loss, the outer liquid layer above sparse vias and surface tension each shift the closure time by between 1 and 6 %, in different directions (above a dense array the outer layer can shift it by more), so "a little under a minute" is as much as the number supports. The comparison with constant coverage is safer, because these corrections shift both times in the same direction. Surface tension moves the ratio most: it shortens $T_c$ by 9 % and raises the ratio from 0.68 to 0.71, so the reduction stays near 30 %. The full set of values is in the numerical output below.

## Computed results

```
Initial radius R0: 50.0 nm
Via depth: 300.0 nm
Bare-wall speed v0: 0.40 nm/s
Extra speed at full coverage v1: 4.00 nm/s
Initial coverage theta0: 0.050
beta = v1*theta0/v0: 0.500
kappa = v1/v0: 10.00
Initial wall speed: 0.60 nm/s
Wall speed at full coverage: 4.40 nm/s
Current density, bare wall: 1.09 mA/cm2
Current density, full coverage: 12.0 mA/cm2
Closure time, constant coverage: 83.33 s
Closure time, conserved, no ceiling: 56.34 s
Closure time, conserved, ceiling 1: 56.61 s
Ratio F(beta), no ceiling: 0.6760
Ratio with ceiling: 0.6793
F(kappa): 0.5159
Delay due to ceiling: 0.275 s
Radius where coverage reaches 1: 2.50 nm
R = 40.0 nm: coverage 0.0625, t conserved 16.06 s, t constant 16.67 s
R = 25.0 nm: coverage 0.1000, t conserved 37.16 s, t constant 41.67 s
R = 10.0 nm: coverage 0.2500, t conserved 52.37 s, t constant 66.67 s
R = 2.5 nm: coverage 1.0000, t conserved 56.04 s, t constant 79.17 s
F at beta = 0.01: 0.9634
F at beta = 0.1: 0.8362
F at beta = 1: 0.6137
F at beta = 10: 0.5159
F at beta = 100: 0.5017
Bottom reaches full coverage at: 42.6 s
Bottom height when walls close: 120.5 nm
Length closed by walls (seam): 179.5 nm
Assumed accelerator loss rate: 1.0e-03 1/s
Closure time with loss: 57.48 s (+1.5 %)
Assumed accelerator uptake rate: 1.0e-04 1/s
Closure time with uptake: 55.49 s (-2.0 %)
Assumed molar volume of copper: 7.1 cm3/mol
Assumed ion diffusivity: 5.0e-06 cm2/s
Assumed bath concentration: 0.25 mol/L
Assumed boundary layer: 50 um
Ion depletion in via at start: 0.14 %
Ion depletion in via at full coverage: 18.0 %
Ion depletion across outer layer at start: 3.4 %
Assumed surface energy: 1.5 J/m2
Temperature: 298.15 K
Assumed transfer coefficient: 0.5
Capillary gain per atom at R0: 0.00221 eV
Capillary length in rate exponent: 1.07 nm
Closure time with capillarity: 53.67 s (-5.2 %)
```
